# Smooth core density in PAW exchange-correlation: cancellation and truncation residual

A model atom with two valence electrons is treated by the projector augmented-wave (PAW) method with two different smooth core densities. At the nucleus, core A has a density of 0.29 bohr$^{-3}$ and core B has 1.49 bohr$^{-3}$, while the true core has 5.09 bohr$^{-3}$. With one partial wave, replacing A by B changes the total energy by 71 µHa. With two partial waves the change is −25 µHa, and with six it is a few thousandths of a µHa. A fivefold change of a density that enters a nonlinear functional has almost no effect on the energy, provided that there are enough partial waves. This section derives why, and what remains when there are too few.

## The energy and what is held fixed

Hartree atomic units are used. Let $\tilde n$ be the smooth valence density on the plane-wave grid. Inside an augmentation sphere $\Omega$, let $n^1$ and $\tilde n^1$ be the one-centre valence densities built from the true partial waves $\phi_i$ and the smooth ones $\tilde\phi_i$. The true frozen core density is $n_c$ and its smooth counterpart is $\tilde n_c$. With no compensation charge in the functional, the exchange-correlation (XC) energy is

$$E_{xc}=E[\tilde n+\tilde n_c]+E_\Omega[n^1+n_c]-E_\Omega[\tilde n^1+\tilde n_c]. \tag{1}$$

With several atoms, the last two terms are summed over non-overlapping spheres. The functional is taken to be semilocal,

$$E_\Omega[n]=\int_\Omega e(n,\nabla n)\,d^3r , \tag{2}$$

and $E$ without a subscript is the same integral over all space.

Three conditions define an admissible smooth core. It equals $n_c$ outside its own sphere, it joins $n_c$ smoothly enough for the functional in use, and no core of another atom reaches into the sphere. When $\tilde n_c$ is varied, the partial waves, the projectors $\tilde p_i$ and the ionic electrostatic potential stay as they are. Regenerating a whole dataset with a new $\tilde n_c$ would change those quantities too, and is a different operation.

## Cancellation for a complete set

Split the first term of (1) into the sphere and the exterior. In the exterior $\tilde n_c=n_c$, so that part is the same for every admissible smooth core. The term $E_\Omega[n^1+n_c]$ does not contain $\tilde n_c$. At fixed orbitals, all dependence on the smooth core therefore sits in

$$F[\tilde n_c]=E_\Omega[\tilde n+\tilde n_c]-E_\Omega[\tilde n^1+\tilde n_c]. \tag{3}$$

The one-centre part of a smooth orbital $\tilde\psi$, and the part that the partial waves miss, are

$$\tilde\psi^1=\sum_i\tilde\phi_i\langle\tilde p_i|\tilde\psi\rangle,\qquad \xi=\tilde\psi-\tilde\psi^1\quad\text{in }\Omega. \tag{4}$$

Completeness means here that $\xi=0$ for every occupied orbital. Then $\tilde n^1=\tilde n$ throughout the sphere, and the gradients agree as well. By (2), the two integrands in (3) are equal at every point, whatever $\tilde n_c$ is, and

$$F[\tilde n_c]=0 . \tag{5}$$

At fixed orbitals the smooth core is thus an auxiliary quantity, and the physical core enters through $n_c$ in the one-centre term and in the exterior. For self-consistent energies, $\xi$ must vanish for the orbitals obtained with each smooth core. If it vanishes only for the orbitals of one core, the orbitals can relax away from the span of the partial waves when the core is changed, and the bracket (18) below then gives only an upper limit of zero for the change of energy. When the partial waves represent the orbitals of every admissible core, the smooth core may be chosen for smoothness.

The argument needs a functional whose energy density at a point depends on the density at that point and its immediate neighbourhood. For a functional that couples distant points, a sphere and its exterior do not separate as in (3), and (5) does not follow from this reasoning. In a calculation, the plane-wave grid and the radial grid must also both integrate their terms accurately, because the cancellation is between numbers from two different grids.

## The residual for a truncated set

Let $\tilde n_c^A$ and $\tilde n_c^B$ be two admissible smooth cores, and define

$$\Delta=\tilde n-\tilde n^1,\qquad \delta=\tilde n_c^B-\tilde n_c^A . \tag{6}$$

Both are used inside $\Omega$, and $\delta=0$ outside. The change of the energy at fixed orbitals is $R=F[\tilde n_c^B]-F[\tilde n_c^A]$. Take the local density approximation (LDA), where $e=e(n)$, with the potential $v_{xc}=de/dn$ and the kernel $f_{xc}=d^2e/dn^2$. At each point, define

$$h(\lambda,\mu)=e\big(\tilde n^1+\mu\Delta+\tilde n_c^A+\lambda\delta\big). \tag{7}$$

The four corners of the unit square give the four energy densities in $R$. For example, $h(1,1)$ contains $\tilde n+\tilde n_c^B$, and $h(0,0)$ contains $\tilde n^1+\tilde n_c^A$. Hence

$$R=\int_\Omega\big[h(1,1)-h(1,0)-h(0,1)+h(0,0)\big]d^3r. \tag{8}$$

The bracket is the integral of $\partial^2h/\partial\lambda\,\partial\mu$ over the square. Differentiating (7) with respect to $\mu$ gives $v_{xc}\Delta$, and then with respect to $\lambda$ gives $f_{xc}\Delta\,\delta$. Therefore

$$R=\int_0^1\!d\lambda\int_0^1\!d\mu\int_\Omega f_{xc}\big(\tilde n^1+\mu\Delta+\tilde n_c^A+\lambda\delta\big)\,\Delta\,\delta\;d^3r . \tag{9}$$

No expansion has been made; the density must stay positive along the path so that $f_{xc}$ exists. The residual needs three things at the same place: a density that the partial waves miss, a difference between the smooth cores, and a nonlinear functional. If $e$ were linear in the density, $f_{xc}$ would vanish and the smooth core would drop out even for a truncated set.

Two simpler forms follow. When $\delta$ is infinitesimal, the variation of (3) is

$$\delta F=\int_\Omega\big[v_{xc}(\tilde n+\tilde n_c)-v_{xc}(\tilde n^1+\tilde n_c)\big]\,\delta\tilde n_c\,d^3r. \tag{10}$$

When instead $\Delta$ is small but $\delta$ is not, carry out the $\lambda$ integral in (9) first. Since $f_{xc}\delta$ is the $\lambda$ derivative of $v_{xc}$, it gives a difference of potentials. Setting $\mu=0$ in that difference leaves

$$R=\int_\Omega g\,\Delta\,d^3r+O(\Delta^2),\qquad g=v_{xc}(\tilde n^1+\tilde n_c^B)-v_{xc}(\tilde n^1+\tilde n_c^A). \tag{11}$$

For a gradient functional, (10) is replaced by its weak form. Write $e_n=\partial e/\partial n$ and $\mathbf e_\nabla=\partial e/\partial\nabla n$, and let $[\,\cdot\,]$ denote the value at $\tilde n+\tilde n_c$ minus the value at $\tilde n^1+\tilde n_c$. Then

$$\delta F=\int_\Omega\big([e_n]\,\delta\tilde n_c+[\mathbf e_\nabla]\cdot\nabla\delta\tilde n_c\big)d^3r . \tag{12}$$

Integrating the second term by parts produces a surface term proportional to $\delta\tilde n_c$ on the sphere. It vanishes because admissible cores agree there.

## A product of two truncation errors

Consider one real orbital with two electrons. Inserting $\tilde\psi=\tilde\psi^1+\xi$ gives

$$\Delta=2(\tilde\psi^1+\xi)^2-2(\tilde\psi^1)^2=4\tilde\psi^1\xi+2\xi^2 . \tag{13}$$

The residual is therefore in general linear in the orbital error $\xi$:

$$R_\xi=4\int_\Omega g\,\tilde\psi^1\,\xi\,d^3r. \tag{14}$$

The projectors restrict this term. They vanish outside $\Omega$ and are dual to the partial waves, $\langle\tilde p_i|\tilde\phi_j\rangle=\delta_{ij}$, so by (4)

$$\langle\tilde p_i|\xi\rangle=\langle\tilde p_i|\tilde\psi\rangle-\sum_j\langle\tilde p_i|\tilde\phi_j\rangle\langle\tilde p_j|\tilde\psi\rangle=0. \tag{15}$$

Any combination $\sum_ib_i\tilde p_i$ may thus be subtracted from $g\tilde\psi^1$ in (14) without changing its value. The Cauchy–Schwarz inequality then gives, with norms taken over $\Omega$,

$$|R_\xi|\le4\,\Big\|g\tilde\psi^1-\sum_ib_i\tilde p_i\Big\|\,\|\xi\| . \tag{16}$$

The best bound takes the $b_i$ from a least-squares fit. The second factor measures how well the partial waves represent the orbital. The first measures how well the projectors represent the change of potential acting on the orbital. If both improve as functions are added, the bound falls faster than $\|\xi\|$ alone.

## Self-consistent energies

So far the orbitals were fixed. In a self-consistent calculation they respond to the smooth core. Let $\tilde n_c=\tilde n_c^A+\lambda\delta$, and let $E(\lambda)$ be the minimum of the total energy under the constraint $\langle\tilde\psi|S|\tilde\psi\rangle=1$. The overlap operator $S$ is built from partial waves and projectors, and so does not depend on $\lambda$. At the minimum, a first-order change of the energy due to the orbital is a Lagrange multiplier times the change of $\langle\tilde\psi|S|\tilde\psi\rangle$. The latter is zero along the path, because the constraint holds at every $\lambda$. The explicit derivative (10) is left:

$$\frac{dE}{d\lambda}=\int_\Omega\big[v_{xc}(\tilde n_\lambda+\tilde n_c)-v_{xc}(\tilde n^1_\lambda+\tilde n_c)\big]\,\delta\,d^3r, \tag{17}$$

with the densities self-consistent at $\lambda$. Integrating from 0 to 1 gives $E_B-E_A$.

A bracket follows from the variational principle. Write $E_X[\tilde\psi]$ for the total energy functional with core $X$, and $\tilde\psi_X$ for its minimizer, so that $R[\tilde\psi]=E_B[\tilde\psi]-E_A[\tilde\psi]$. From $E_B[\tilde\psi_B]\le E_B[\tilde\psi_A]$, subtracting $E_A[\tilde\psi_A]$ gives the upper limit below. From $E_A[\tilde\psi_A]\le E_A[\tilde\psi_B]$, the lower limit follows in the same way:

$$R[\tilde\psi_B]\le E_B-E_A\le R[\tilde\psi_A]. \tag{18}$$

## The model atom

The atom has two valence $s$ electrons in the ionic potential $-2\,\mathrm{erf}(r/0.8)/r$, with $r$ in bohr, a Hartree term and LDA exchange-correlation. The frozen core is $n_c=(2\zeta^3/\pi)e^{-2\zeta r}$ with $\zeta=2$ bohr$^{-1}$. The sphere radius is 1.2 bohr. Each smooth core is an even quartic polynomial inside its joining radius, and matches $n_c$ there in value and two derivatives. The joining radius is 1.2 bohr for A and 0.6 bohr for B.

The valence orbital is smooth already, so the model sets $\phi_i=\tilde\phi_i$. No valence compensation charge is needed, and the PAW energy can be compared with a calculation that uses $n_c$ directly in the same basis. The partial waves are free-atom solutions at −0.35, 2.45, 8.98 Ha and higher energies, up to 100 Ha for the eighth. The numbers below depend on this choice: moving the second energy from 0.3 to 9 Ha moves $E_B-E_A$ for two waves from −20 to −33 µHa. The projectors are linear combinations of the functions

$$\chi_i=(\varepsilon_i-T-\tilde v)\tilde\phi_i=\big[v_{xc}(n_0+n_c)-v_{xc}(n_0+\tilde n_c^A)\big]\tilde\phi_i , \tag{19}$$

where $n_0$ is the free-atom valence density, $T$ the kinetic energy operator and $\tilde v$ the smooth effective potential with core A. The second form holds because $\tilde\phi_i$ solves the equation with the true core, and the two effective potentials differ only in their XC part.

In the free atom the occupied orbital is itself the first partial wave, so core A would give $\xi=0$. The atom is therefore placed in a harmonic potential $\tfrac12(0.2)r^2$ Ha, which changes the orbital. The true-core energy is then $E_0=-2.55609$ Ha. Below, $N$ is the number of partial waves, $\|\xi\|$ is given relative to $\|\tilde\psi\|$ in the sphere for core A, and energies are in µHa.

| $N$ | $\|\xi\|/\|\tilde\psi\|$ | $E_A-E_0$ | $E_B-E_0$ | $E_B-E_A$ |
|---|---|---|---|---|
| 1 | 0.0244 | 19.7 | 90.3 | 70.6 |
| 2 | 0.0064 | −0.66 | −25.4 | −24.7 |
| 3 | 0.00098 | 0.015 | −0.580 | −0.595 |
| 4 | 0.00040 | −0.003 | −0.162 | −0.159 |
| 6 | 0.00006 | 0.000 | −0.002 | −0.002 |
| 8 | 0.00001 | 0.000 | −0.002 | −0.002 |

From one to six partial waves, $\|\xi\|$ falls by a factor of about 400 and $E_B-E_A$ by more than $10^4$. At fixed orbitals, (16) allows a decrease faster than linear when both factors shrink. The tabulated energies are self-consistent, however, and also contain the relaxation of the orbital, which (16) does not bound. Between six and eight waves, the core dependence shows no further decrease at the printed resolution, although $\|\xi\|$ does; the calculation does not identify the reason, and the third decimal of the energies is not converged with the basis: a finer discretization moves $E_B-E_A$ by 0.001 to 0.003 µHa, to −0.003 µHa for both six and eight waves. The change of sign between one and two waves contradicts nothing above, since (14) is linear in $\xi$ and has no definite sign. The energies can also lie below $E_0$, because a truncated PAW energy is the minimum of a different functional.

Core A gives smaller errors than core B, and (14) shows one reason for this at fixed orbitals. Because $\phi_i=\tilde\phi_i$ in this model, putting $\tilde n_c=n_c$ in (1) makes the two one-centre terms cancel and leaves the true-core functional. The fixed-orbital error of a smooth core is therefore a residual $R$ in which the reference core is $n_c$. For core A, the relevant potential difference is $v_{xc}(\tilde n^1+\tilde n_c^A)-v_{xc}(\tilde n^1+n_c)$. Up to the difference between $\tilde n^1$ and $n_0$, this is minus the bracket in (19). Its product with $\tilde\psi^1$, a combination of the $\tilde\phi_i$, then lies in the span of the projectors, so by (15) the linear term vanishes except for a part caused by $\tilde n^1-n_0$. The harmonic potential makes that difference nonzero, and the program does not evaluate this remaining part. For core B, the potential difference has another shape, and the linear term survives. The self-consistent error of core B also contains the relaxation of the orbital, so (14) alone fixes neither its size nor its sign.

## The residual for two partial waves

With $N=2$ and the orbital of core A, the four energies in (8) give $R=-16.89$ µHa, and the double integral (9) gives the same value. The form linear in $\Delta$, (11), gives −16.96 µHa. Of this, (14) supplies −16.85 µHa, so the $2\xi^2$ part of (13) contributes

$$-16.964-(-16.847)=-0.117\ \text{µHa}. \tag{20}$$

The terms of higher order in $\Delta$ add $-16.888-(-16.964)=+0.076$ µHa. The residual is thus dominated by the term linear in the orbital error. Evaluating $f_{xc}$ once, at the midpoint of both paths in (9), gives −17.27 µHa, which is 2 % larger in magnitude than $R$.

For the linear term, Cauchy–Schwarz without use of the projectors gives a bound of 1637 µHa. Subtracting the best projector combination, as in (16), lowers it to 167 µHa. The actual magnitude is another factor of ten smaller, so the bound is a guarantee and not an estimate.

The self-consistent change is $E_B-E_A=-24.74$ µHa, or −0.673 meV. Integrating (17) along the core path reproduces it. The bracket (18) reads

$$-32.61\le-24.74\le-16.89\quad\text{(µHa)}. \tag{21}$$

The distances to the two limits are 7.87 and 7.85 µHa. Each is the energy penalty for using the minimizer of one functional in the other. To leading order, each penalty is quadratic in the same orbital change, so they are nearly equal when the two functionals have nearly the same curvature. Relaxation is not a small correction here: it accounts for about a third of the self-consistent change.

For the PBE functional with the same orbitals, the derivative of $F$ at the midpoint of the core path is −173.5 µHa per unit $\lambda$, both by finite differences and from (12). This is a local slope and not the full change from A to B, so it should not be compared directly with the LDA value of $R$. The LDA slope at the same point is the $\mu$ integral in (9) at $\lambda=1/2$, and its midpoint value is the −17.27 µHa found above. At this point of the path and for these orbitals, the PBE slope is thus about ten times the LDA one.

## When completeness is not enough

Suppose that the core of a neighbouring atom has a tail $t$ inside the sphere. The plane-wave term contains it, but the one-centre terms of (1) do not. The mismatch in (6) becomes

$$\Delta=\tilde n+t-\tilde n^1, \tag{22}$$

which equals $t$ for a complete set. The steps from (7) to (9) apply unchanged, and the dependence on the smooth core remains. For a uniform tail of 0.001 bohr$^{-3}$ and $\tilde n^1=\tilde n$, going from core A to core B changes the energy by −346 µHa. That is about fourteen times the self-consistent change for two partial waves, and adding partial waves does not remove it. The size depends on the tail assumed. The model's own core placed at 2.4 bohr, where the spheres touch, gives −242 µHa, at 3 bohr −23 µHa, and at 4 bohr −0.4 µHa.

Now suppose that the smooth core differs from $n_c$ outside the sphere. The exterior has no one-centre term to compensate the difference. For a complete set, the leading change is

$$\delta E=\int_{\text{outside}}v_{xc}\,(\tilde n_c-n_c)\,d^3r . \tag{23}$$

A smooth core joined at 1.8 bohr, outside the 1.2 bohr sphere, raises the energy by 30.1 mHa. Equation (23), with $v_{xc}$ taken midway between the two densities, gives the same value to three digits. The sign is positive because $v_{xc}$ is negative and this smooth core holds less density than $n_c$ in the shell between the two radii. In the total energy, this error is more than a thousand times larger than the truncation residual for two partial waves. It falls steeply as the joining radius approaches the sphere radius, to 0.13 mHa at 1.3 bohr. Most of it is a constant: in the energy difference between the confined and the free atom, 0.93 mHa remains for joining at 1.8 bohr and 4 µHa for 1.3 bohr. The cancellation (5) holds only when the joining radius does not exceed the sphere radius.

The numerical check tests (9), the linear limit (11), the bound (16), the path integral of (17), the bracket (18) and the weak form (12), as well as both failures of the conditions. It evaluates the plane-wave and one-centre terms on one common radial grid, so it does not probe the error from using two different grids.

## Calculated quantities

```
box radius 8.0 bohr, 60 waves, sphere 1.2 bohr
ion charge 2.0 e, ion width 0.8 bohr
core exponent zeta 2.0 1/bohr, spring 0.2 Ha/bohr^2
core joining radii A 1.2, B 0.6 bohr
densities nearest r=0 (bohr^-3): true core 5.082, A 0.288, B 1.488
free atom: energy -3.007145 Ha, level -0.348175 Ha
partial-wave energies (Ha): -0.348 2.447 8.980 19.383 33.646 51.764 73.739 99.569
atom in harmonic potential, true core: -2.5560913 Ha
N | relative norm of xi | E_A-exact | E_B-exact | E_B-E_A (microHa)
1 | 2.44e-02 | 19.693 | 90.268 | 70.575
2 | 6.37e-03 | -0.656 | -25.392 | -24.736
3 | 9.77e-04 | 0.015 | -0.580 | -0.595
4 | 3.99e-04 | -0.003 | -0.162 | -0.159
6 | 5.71e-05 | -0.000 | -0.002 | -0.002
8 | 1.25e-05 | -0.000 | -0.002 | -0.002
Two partial waves, orbitals of core A, microHa:
R from four energies -16.88782
R from double kernel integral -16.88782
linear in density mismatch -16.96419
single kernel at midpoint -17.26748
linear in orbital error -16.84719
bound without projectors 1637.061
bound with projectors removed 166.825
Self-consistent change from core A to B, two partial waves:
E_B-E_A -24.7362 microHa = -0.67311 meV
path integral of explicit derivative -24.7362 microHa
bracket: lower -32.6099, upper -16.8878 microHa
PBE, derivative along the core path at its midpoint, microHa:
finite difference -173.5137, weak form -173.5137
complete set, neighbour tail 0.001 bohr^-3: B-A change -345.839 microHa
tail formula -345.839 microHa
complete set, core joined at 1.8 bohr outside the sphere: change 30.0967 mHa
exterior potential formula 30.1021 mHa
```
